# The two totally symmetric vibrations of a planar Si3O3 ring

If a Raman line of a silica glass is assigned to "the" breathing vibration of a three-membered ring, and one bond stiffness is fitted to it, two errors can enter unnoticed. A second vibration of the same symmetry is left out, and the motion is credited to oxygen alone although silicon may share it. Symmetry settles how many such vibrations there are and which displacements can enter them. It does not settle their frequencies or the proportions of the two elements, and those need a force model.

The ring considered here is isolated and planar. Three equal silicon atoms lie at distance \(R_S\) from the centre and three equal oxygen atoms at distance \(R_O\), alternating every \(60^\circ\). Its point group is \(D_{3h}\), with twelve operations: the identity \(E\), two rotations \(C_3\) about the normal \(z\), three half-turns \(C_2'\) about in-plane axes, the reflection \(\sigma_h\) in the ring plane, two rotation-reflections \(S_3\), and three reflections \(\sigma_v\) in vertical planes. Each \(C_2'\) axis passes through one silicon and the opposite oxygen, and each \(\sigma_v\) plane contains one such axis. A totally symmetric displacement, labelled \(A_1'\), is one that all twelve operations leave unchanged. These displacements matter in Raman scattering because the orientation-averaged polarizability is a scalar: its first derivative along a mode must vanish if some operation reverses or mixes that mode without an invariant part.

The invariant displacements can be found directly. Resolve the displacement of atom \(i\) into a radial part \(\rho_i\), a tangential part \(\tau_i\) and a normal part \(\zeta_i\). The reflection \(\sigma_h\) leaves every atom in place and reverses \(\zeta_i\), so invariance demands \(\zeta_i=-\zeta_i=0\). The half-turn about the axis through atom \(i\) leaves that atom in place, keeps its radial direction and reverses its tangential direction, so \(\tau_i=0\). Every atom lies on such an axis, so all tangential parts vanish. Finally, \(C_3\) carries each silicon to the next silicon and each oxygen to the next oxygen, which makes the radial displacements equal within each species:
\[
\rho_{\rm Si}=s,\qquad \rho_{\rm O}=o .
\]
Conversely, any pair \((s,o)\) is allowed. Each operation takes an atom to one of the same species and its outward direction to the outward direction at the new position. No operation exchanges silicon with oxygen, so \(s\) and \(o\) are independent. The invariant space has dimension two.

It remains to exclude rigid motions from this space. A rigid displacement is a translation vector plus a rotation vector through the centre. Invariance under \(C_3\) forces both vectors to lie along \(z\), and a half-turn \(C_2'\) then reverses both. Both must therefore vanish, and the two invariant coordinates are purely vibrational.

The character count reaches the same number by another route and gives the remaining vibrations as well. The character of an operation on the 18 Cartesian displacements is the number of atoms it leaves in place times the trace of its \(3\times3\) matrix. For \(E\) this is \(6\times3=18\). For \(C_2'\), two atoms stay and the trace is \(1-1-1=-1\), giving \(-2\). For \(\sigma_h\), six atoms stay and the trace is \(1+1-1=1\), giving 6. For \(\sigma_v\), two atoms stay and the trace is 1, giving 2. \(C_3\) and \(S_3\) move every atom and give zero. With these characters in the last row, the table is
\[
\begin{array}{c|rrrrrr}
 &E&2C_3&3C_2'&\sigma_h&2S_3&3\sigma_v\\ \hline
A_1'&1&1&1&1&1&1\\
A_2'&1&1&-1&1&1&-1\\
E'&2&-1&0&2&-1&0\\
A_1''&1&1&1&-1&-1&-1\\
A_2''&1&1&-1&-1&-1&1\\
E''&2&-1&0&-2&1&0\\ \hline
\chi&18&0&-2&6&0&2
\end{array}
\]
The number of times a representation occurs is the sum of class size times its character times \(\chi\), divided by 12. For \(A_1'\),
\[
n(A_1')=\frac{18+3(-2)+6+3(2)}{12}=\frac{24}{12}=2 .
\]
In the order of the table, the other sums are
\[
\begin{aligned}
n(A_2')&=(18+6+6-6)/12=2, & n(E')&=(36+12)/12=4,\\
n(A_1'')&=(18-6-6-6)/12=0, & n(A_2'')&=(18+6-6+6)/12=2,\\
n(E'')&=(36-12)/12=2 .
\end{aligned}
\]
Translations along \(x,y\) form \(E'\), and that along \(z\) forms \(A_2''\). Rotation about \(z\) forms \(A_2'\), and the other two rotations form \(E''\). Removing them leaves
\[
\Gamma_{\rm vib}=2A_1'+A_2'+3E'+A_2''+E'' ,
\]
which has \(2+1+6+1+2=12\) dimensions, as six atoms require.

To pass from displacements to normal modes, let \(D\) be the mass-weighted force-constant matrix and \(g\) any operation. Equal masses within each species and a symmetric potential give \(gD=Dg\). If \(gu=u\), then \(g(Du)=D(gu)=Du\), so \(D\) maps the invariant space into itself. Being real and symmetric, it has two orthogonal eigenvectors there. These are the two \(A_1'\) modes, and each is some combination of \(s\) and \(o\). If one happens to share its frequency with a mode of another symmetry, the eigenvectors can still be chosen this way. The count concerns coordinates: symmetry alone does not guarantee that both frequencies are nonzero.

A spring model shows what determines the combination. Let \(d\) be the bond length, \(2\alpha\) the O–Si–O angle and \(2\beta\) the Si–O–Si angle. The triangle formed by the centre, a silicon and a neighbouring oxygen has angles \(60^\circ,\alpha,\beta\), so \(\alpha+\beta=120^\circ\). The sine rule gives
\[
R_S=\frac{d\sin\beta}{\sin60^\circ},\qquad R_O=\frac{d\sin\alpha}{\sin60^\circ}.
\]
The cosine rule gives \(d^2=R_S^2+R_O^2-R_SR_O\). Differentiating with \(\delta R_S=s\) and \(\delta R_O=o\),
\[
d\,\delta d=\left(R_S-\tfrac12R_O\right)s+\left(R_O-\tfrac12R_S\right)o .
\]
Projecting the triangle on the silicon radius gives \(R_S=d\cos\alpha+\tfrac12R_O\), and likewise \(R_O=d\cos\beta+\tfrac12R_S\). Hence
\[
\delta d=\cos\alpha\,s+\cos\beta\,o .
\]
For the angle, differentiate \(R_O\sin60^\circ=d\sin\alpha\):
\[
\sin60^\circ\,o=\sin\alpha\,\delta d+d\cos\alpha\,\delta\alpha .
\]
Insert \(\delta d\) and use \(\sin60^\circ=\sin(\alpha+\beta)=\sin\alpha\cos\beta+\cos\alpha\sin\beta\). The terms \(\sin\alpha\cos\beta\,o\) cancel, and division by \(d\cos\alpha\) leaves
\[
\delta\alpha=\frac{\sin\beta\,o-\sin\alpha\,s}{d},\qquad \delta\beta=-\delta\alpha .
\]
The second relation holds because \(\alpha+\beta\) is fixed.

Give each of the six bonds a stiffness \(k\), and the angles at silicon and oxygen stiffnesses \(K_{\rm Si}\) and \(K_{\rm O}\), with \(K=K_{\rm Si}+K_{\rm O}\). The full angles change by \(\pm2\delta\alpha\), so the harmonic energy is
\[
V=\frac{6k}{2}(\delta d)^2+\frac{3K}{2}(2\delta\alpha)^2
=3k(\delta d)^2+6K(\delta\alpha)^2 ,
\]
while the kinetic energy is \(T=\tfrac32(m_S\dot s^2+m_O\dot o^2)\). Writing \(V=\tfrac32(F_{ss}s^2+2F_{so}so+F_{oo}o^2)\) removes the common factor and gives
\[
\begin{aligned}
F_{ss}&=2k\cos^2\alpha+\frac{4K}{d^2}\sin^2\alpha,\\
F_{oo}&=2k\cos^2\beta+\frac{4K}{d^2}\sin^2\beta,\\
F_{so}&=2k\cos\alpha\cos\beta-\frac{4K}{d^2}\sin\alpha\sin\beta .
\end{aligned}
\]
In the coordinates \(x=\sqrt{m_S}\,s\) and \(y=\sqrt{m_O}\,o\), define \(A=F_{ss}/m_S\), \(B=F_{oo}/m_O\) and \(C=F_{so}/\sqrt{m_Sm_O}\). The equations of motion are \((A-\omega^2)x+Cy=0\) and \(Cx+(B-\omega^2)y=0\), so
\[
\omega_\pm^2=\frac{A+B}{2}\pm\sqrt{\left(\frac{A-B}{2}\right)^2+C^2},
\qquad \frac{s}{o}=\sqrt{\frac{m_O}{m_S}}\,\frac{C}{\omega^2-A}.
\]
The second formula applies when \(C\ne0\). Since \(\omega_-^2<A<\omega_+^2\) in that case, a positive \(C\) makes silicon and oxygen move oppositely in the lower mode and together in the upper one. A negative \(C\) exchanges these patterns.

The product of the frequencies has a simple form. Expanding \(F_{ss}F_{oo}-F_{so}^2\), the terms in \(k^2\) and \(K^2\) cancel, leaving
\[
\det F=\frac{8kK}{d^2}(\cos\alpha\sin\beta+\sin\alpha\cos\beta)^2
=\frac{8kK}{d^2}\,\frac34=\frac{6kK}{d^2},
\]
\[
\omega_+^2\omega_-^2=\frac{6kK}{d^2m_Sm_O}.
\]
If \(K=0\), one frequency is therefore zero. The ring can follow \(\cos\alpha\,s+\cos\beta\,o=0\) without changing a bond length to first order, although the number of \(A_1'\) coordinates is still two. The other squared frequency equals the trace \(A+B\), which is \(2k(\cos^2\alpha/m_S+\cos^2\beta/m_O)\). In the opposite limit of very stiff bonds, the ratio of the upper squared frequency to this same expression tends to one. Dividing the product by it gives the finite lower limit
\[
\omega_-^2\to\frac{3K}{d^2(m_S\cos^2\beta+m_O\cos^2\alpha)} .
\]

For a worked example, take \(d=0.165\) nm, angles of \(105^\circ\) at silicon and \(135^\circ\) at oxygen, \(k=500\) N/m, \(K_{\rm Si}=7.0\) and \(K_{\rm O}=1.5\) eV/rad\(^2\), and masses 28 and 16 u. Then \(R_S=0.1760\) nm, \(R_O=0.1512\) nm and \(K/d^2=50.02\) N/m. The force constants are \(F_{ss}=496.5\), \(F_{oo}=317.2\) and \(F_{so}=86.3\) N/m. In N/(m u),
\[
A=\frac{496.5}{28}=17.73,\quad B=\frac{317.2}{16}=19.83,\quad
C=\frac{86.3}{\sqrt{28\times16}}=4.08,
\]
\[
\omega_\pm^2=18.78\pm\sqrt{1.05^2+4.08^2}=18.78\pm4.21 .
\]
One N/(m u) corresponds to a wavenumber of 130.3 cm\(^{-1}\), and wavenumber scales as the square root. The modes lie at 497 and 625 cm\(^{-1}\). Numerical diagonalization of the same spring energy in all 18 Cartesian coordinates, with a twist stiffness of 0.5 eV added to hold the ring flat, finds twelve nonzero frequencies. Exactly two belong to \(A_1'\), at these same values. The twist term does not affect them because their motion stays in the plane. For each three successive bonds it adds the energy \(\tfrac12(0.5\ {\rm eV})(t-t_0)^2\), where \(t\) is the scalar triple product of the three bond vectors divided by \(d^3\) and \(t_0\) is its value in the relaxed ring.

In the lower mode \(s/o=-0.975\), and oxygen carries 38 percent of the kinetic energy. In the upper mode \(s/o=0.586\), and its share is 62 percent. With these stiffnesses, neither is an oxygen-only vibration. The shares are sensitive to the chosen values because \(A\) and \(B\) are close: at \(K=11\) eV/rad\(^2\) oxygen carries 15 percent in the lower mode and 85 percent in the upper. Pure silicon and pure oxygen modes require \(F_{so}=0\), or
\[
\frac{K}{d^2}=\frac{k}{2}\cot\alpha\cot\beta .
\]
With \(k\) and the geometry fixed, this needs \(K=13.5\) eV/rad\(^2\) instead of 8.5. Setting \(K=0\) leaves the upper mode at 616 cm\(^{-1}\), only 1.3 percent below its full value, while the lower one falls to zero. For these parameters, bond stretching chiefly sets the upper frequency, and the lower one is nonzero only because the angles resist bending.

Replacing all oxygen by mass 18 u, with the forces fixed, lowers the modes by 12.7 and 20.3 cm\(^{-1}\). Both respond, as their mixed character requires. The product formula predicts that the product of the two wavenumbers is multiplied by \(\sqrt{16/18}=0.943\), and the calculated values give \((484.6\times604.4)/(497.3\times624.7)=0.943\).

The conditions on the ring affect the count. If it is puckered into a chair, with silicon above and oxygen below the mean plane, the group falls to \(C_{3v}\). Each atom now lies on a vertical mirror only, which permits both radial and normal motion. Two species give four invariant coordinates, of which one combination is translation along \(z\), leaving three vibrations. For a height difference of 0.020 nm between the species, with the radii and stiffnesses held fixed and the springs relaxed in the new shape, they lie at 249, 493 and 643 cm\(^{-1}\). The lowest value rests mainly on the assumed twist term. It would be 91 cm\(^{-1}\) without that term, and 330 cm\(^{-1}\) if the same stiffness acted on the dihedral angles instead. The additional coordinate is the former \(A_2''\) vibration, which becomes totally symmetric once \(\sigma_h\) and \(C_2'\) are lost.

Attachment to a network also matters. In a planar Si\(_3\)O\(_9\) unit, each silicon has two further oxygens, one above and one below the plane. Each outer oxygen lies on a vertical mirror and may move in two directions within it. The six are equivalent, so they add two invariant coordinates and the count becomes four. If they are instead clamped, they add no coordinates and preserve \(D_{3h}\), so the count stays at two. Let the outer O–Si–O angle be \(2\gamma=110^\circ\). A silicon displacement \(s\) changes each outer bond by \(-s\cos\gamma\), and two such bonds add \(2k\cos^2\gamma=329\) N/m to \(F_{ss}\). With all else fixed, the modes rise to 558 and 725 cm\(^{-1}\), by 12 and 16 percent of their isolated values. Their character changes as well: ring oxygen now carries 88 percent of the kinetic energy in the lower mode and only 12 percent in the upper. The stiffer silicon motion has moved to the upper mode, and the lower one is close to an oxygen breathing vibration. For these stiffnesses, the more even sharing found earlier does not survive clamping. This is not a general rule: the mixing depends on the size of \(C\) relative to \(A-B\), and at \(K=20\) eV/rad\(^2\) the clamped ring shares nearly evenly, with 56 and 44 percent on oxygen.

These parameters are round numbers in the rough regime of silica, where Si–O bonds are about 0.16 nm long. Silica glass has a narrow Raman line at roughly 600 cm\(^{-1}\), which has been assigned to breathing of three-membered rings. The model's 625 cm\(^{-1}\) is not evidence for that assignment, since the stiffnesses were chosen and not derived. The assumption most clearly broken in the glass is isolation, and clamping alone moves the upper mode by 100 cm\(^{-1}\) and makes the lower mode the mainly oxygen one. These changes are estimates for immovable neighbours with bond stretching only; real neighbours move, and their angle forces and long-range electric forces are absent here.

The harmonic treatment presumes small displacements, and their size can be estimated within the model. A mass-weighted mode coordinate \(Q\) has thermal variance \(\langle Q^2\rangle=(\hbar/2\omega)\coth(\hbar\omega/2k_BT)\). Summed over the two \(A_1'\) modes at 300 K, the root-mean-square radial displacements are 0.0021 nm for silicon and 0.0027 nm for oxygen, or 1.3 and 1.6 percent of the bond length. These amplitudes include zero-point motion but not the other ten vibrations. They do not by themselves give the anharmonic frequency shift, which would require the cubic and quartic forces. The numerical output lists the parameters and the main results.

## Values computed for the example and the checks

```
bond length d = 0.165 nm
O-Si-O, Si-O-Si angles = 105, 135 degrees
Si, O ring radii = 0.1760, 0.1512 nm
bond stiffness k = 500 N/m
angle stiffness at Si, O = 7.0, 1.5 eV/rad^2
sum K = 8.5 eV/rad^2; twist stiffness = 0.5 eV
masses Si, O = 28, 16 u
class E: size 1, character 18
class C3: size 2, character 0
class C2': size 3, character -2
class sigma_h: size 1, character 6
class S3: size 2, character 0
class sigma_v: size 3, character 2
A1': all 2, translations 0, rotations 0, vibrations 2
A2': all 2, translations 0, rotations 1, vibrations 1
E': all 4, translations 1, rotations 0, vibrations 3
A1'': all 0, translations 0, rotations 0, vibrations 0
A2'': all 2, translations 1, rotations 0, vibrations 1
E'': all 2, translations 0, rotations 1, vibrations 1
vibrations with nonzero frequency = 12
A1' vibrations found in full problem = 2
F_ss, F_oo, F_so = 496.5, 317.2, 86.3 N/m
K/d^2 = 50.02 N/m
lower A1': model 497.3, full 497.3 1/cm
lower A1': oxygen share of kinetic energy 0.376
lower A1': displacement ratio s/o = -0.975
lower A1' with O mass 18 u: 484.6 1/cm, shift -12.7 1/cm
upper A1': model 624.7, full 624.7 1/cm
upper A1': oxygen share of kinetic energy 0.624
upper A1': displacement ratio s/o = 0.586
upper A1' with O mass 18 u: 604.4 1/cm, shift -20.3 1/cm
K = 0: upper A1' = 616.4 1/cm, lower is zero mode
K for decoupled Si and O = 13.50 eV/rad^2
outer O-Si-O angle = 110 degrees
added Si radial stiffness = 329.0 N/m
clamped outer O: A1' = 557.9, 725.1 1/cm
free Si3O9 unit: symmetric vibrations = 4
puckered ring, Si-O height difference = 0.020 nm
puckered ring: symmetric vibrations = 3
puckered ring: 249.3, 493.4, 643.3 1/cm
temperature = 300 K
rms radial amplitude Si, O = 0.00209, 0.00266 nm
same over bond length = 1.27, 1.61 percent
```
